# Why amorphous copper barriers can outperform polycrystalline ones: a program that tests the result

```python
# Result under test: straight grain boundaries crossing a barrier film give
#   D_eff / D_l = 1 + f (r - 1),   r = D_gb / D_l,
# so f = 0.01 and r = 1e6 raise the steady copper flux about 10^4-fold.
# An amorphous film (diffusivity D_a) is better only when D_a < D_eff.
# Symbols: f boundary volume fraction, D_l lattice and D_gb boundary
# diffusivity, L film thickness, delta boundary width, c0 inlet concentration,
# Q copper passed per area, lag = intercept of the late straight line of Q(t).
# Independent road: finite-volume solution of the 2D diffusion equation with
# c = 1 at the inlet, c = 0 at the outlet and mirror planes at the sides.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import splu
from scipy.special import erfcx


def build(D, dx, dy):
    """Conductance matrix, inlet and outlet conductances of a map D[x, y]."""
    nx, ny = D.shape
    index = np.arange(nx * ny).reshape(nx, ny)
    half_x = dx[:, None] / (2 * D)
    half_y = dy[None, :] / (2 * D)
    gx = dy[None, :] / (half_x[:-1] + half_x[1:])
    gy = dx[:, None] / (half_y[:, :-1] + half_y[:, 1:])
    a = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    b = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    g = np.concatenate([gx.ravel(), gy.ravel()])
    g_in, g_out = dy / half_x[0], dy / half_x[-1]
    rows = np.concatenate([a, b, a, b, index[0], index[-1]])
    cols = np.concatenate([a, b, b, a, index[0], index[-1]])
    vals = np.concatenate([g, g, -g, -g, g_in, g_out])
    A = coo_matrix((vals, (rows, cols)), shape=(nx * ny, nx * ny)).tocsc()
    source = np.zeros(nx * ny)
    source[index[0]] = g_in
    return A, source, g_out


def steady_flux(D, dx, dy):
    A, source, g_out = build(D, dx, dy)
    c = splu(A).solve(source)
    return g_out @ c[-len(dy):] / dy.sum()


def simulated_passage(D, dx, dy, time, steps):
    """Amount passed per area for c0 = 1, implicit time steps."""
    A, source, g_out = build(D, dx, dy)
    dt = time / steps
    storage = np.outer(dx, dy).ravel() / dt
    solver = splu((A + diags(storage)).tocsc())
    c = np.zeros(len(source))
    passed = 0.0
    for _ in range(steps):
        c = solver.solve(storage * c + source)
        passed += dt * (g_out @ c[-len(dy):])
    return passed / dy.sum()


def graded(first, total, growth):
    """Cell widths growing geometrically and filling the length total."""
    widths = [first]
    while sum(widths) < total:
        widths.append(widths[-1] * growth)
    widths = np.array(widths)
    return widths * total / widths.sum()


def uniform_passage(tau):
    """Q / (c0 L) of a uniform film at tau = D t / L^2 (image sum)."""
    z = (2 * np.arange(30) + 1) / (2 * np.sqrt(tau))
    terms = np.exp(-z**2) * (1 / np.sqrt(np.pi) - z * erfcx(z))
    return 4 * np.sqrt(tau) * terms.sum()


# ---- inputs: round model values, nm and s inside the solver ----
L, delta, spacing = 5.0, 0.5, 50.0
D_l, D_gb, D_a = 1e-21, 1e-15, 1e-19          # cm2/s
c0 = 1e20                                     # cm^-3
T, T_use, anneal = 673.0, 378.0, 1800.0
D_prefactor = 1e-3                            # cm2/s, common to all paths
nm2 = 1e14                                    # nm2 per cm2
L_cm = L * 1e-7
kB = const.k / const.e
kT, kT_use = kB * T, kB * T_use
f, r = delta / spacing, D_gb / D_l
gain = 1 + f * (r - 1)
D_eff = gain * D_l

# ---- steady flux: straight boundary, and the same boundary plugged ----


def boundary_map(n, plug):
    h = L / n
    core = int(round(delta / 2 / h))
    dy = np.concatenate([np.full(core, h),
                         graded(h, (spacing - delta) / 2, 1.08)])
    D = np.ones((n, len(dy)))
    D[:, :core] = r
    if plug > 0:
        x = (np.arange(n) + 0.5) * h
        D[np.abs(x - L / 2) < plug / 2, :core] = 1.0
    return D, np.full(n, h), dy


gain_numeric = steady_flux(*boundary_map(100, 0.0)) * L
assert abs(gain_numeric / gain - 1) < 1e-6
plug_length = 0.6
plug_coarse = steady_flux(*boundary_map(100, plug_length)) * L
plug_gain = steady_flux(*boundary_map(200, plug_length)) * L
assert abs(plug_coarse / plug_gain - 1) < 0.03     # corner discretization
assert 1 < plug_gain < 3

# ---- fast sheet parallel to the film, and bounds on random maps ----
sheet = np.ones((100, 3))
sheet[40] = r
sheet_gain = 1 / ((1 - f) + f / r)
sheet_numeric = steady_flux(sheet, np.full(100, 0.01), np.ones(3))
assert abs(sheet_numeric / sheet_gain - 1) < 1e-6
rng = np.random.default_rng(4)
for _ in range(5):
    D = np.where(rng.random((30, 30)) < 0.2, 1000.0, 1.0)
    value = steady_flux(D, np.full(30, 1 / 30), np.full(30, 1 / 30))
    assert 1 / np.mean(1 / D) < value < D.mean()

# ---- amorphous criterion ----
margin = kT * np.log(gain)
root = brentq(lambda e: np.log(gain_numeric) - e / kT, 0, 3)
assert abs(root - margin) < 1e-6
advantage = D_eff / D_a

# ---- late time lag is L^2 / (6 D_eff) despite slow sideways exchange ----
D = np.ones((40, 40))
D[:, :4] = 100.0
unit = np.full(40, 1 / 40)
mean_D = 0.9 + 0.1 * 100
time = 3.0
lag_numeric = time - simulated_passage(D, unit, unit, time, 1500) / mean_D
assert abs(lag_numeric * 6 * mean_D - 1) < 0.005

# ---- passage through a uniform film ----
tau_eff = D_eff * anneal / L_cm**2
one = np.ones(1)
check = simulated_passage(np.ones((100, 1)), np.full(100, 0.01), one,
                          tau_eff, 4000)
assert abs(check / uniform_passage(tau_eff) - 1) < 0.01

# ---- the example's own transient, with leakage into the grains ----
core = np.full(4, delta / 8)
dy = np.concatenate([core, graded(0.001, (spacing - delta) / 2, 1.15)])
D = np.full((50, len(dy)), D_l * nm2)
D[:, :4] = D_gb * nm2
Q_numeric = simulated_passage(D, np.full(50, L / 50), dy, anneal, 900)
spread = np.sqrt(D_l * nm2 * anneal)
leak = 4 * spread / np.sqrt(np.pi) / delta
ballast = f * L / 6 * (1 + leak)
boundary_supply = f * D_gb * nm2 * anneal / L
assert abs((boundary_supply - Q_numeric) / ballast - 1) < 0.005
Q_poly = boundary_supply - ballast
leak_loss = f * L / 6 * leak / Q_poly
per_area = c0 * 1e-7                          # c0 times 1 nm, in cm^-2
Q_medium = uniform_passage(tau_eff) * L
Q_amorphous = uniform_passage(D_a * anneal / L_cm**2) * L
assert Q_poly > 5 * Q_medium and Q_amorphous < 1e-50

# ---- segregation: hopping chain whose sites are deeper by E_seg ----
E_seg = 0.2
s = np.exp(E_seg / kT)
sites = 20
chain = 2 * np.eye(sites) - np.eye(sites, k=1) - np.eye(sites, k=-1)
entry = np.zeros(sites)
entry[0] = s                                  # entry/escape rate ratio
outflow = np.linalg.solve(chain, entry)[-1]
assert abs(outflow * (sites + 1) / s - 1) < 1e-9
gain_seg = (1 - f) + f * s * r

# ---- finer grains: square columns ----
fine = 10.0
f_fine = 1 - (1 - delta / fine)**2
pos = (np.arange(1000) + 0.5) * fine / 1000
edge = (pos < delta / 2) | (pos > fine - delta / 2)
assert abs(np.mean(edge[:, None] | edge[None, :]) - f_fine) < 1e-3
gain_fine = 1 + f_fine * (r - 1)

# ---- dielectric behind the barrier, with spreading from the outlets ----
D_diel, L_diel = 1e-13, 100.0
D, dx, dy = boundary_map(100, 0.0)
dx_diel = graded(dx[0], L_diel, 1.08)
D_both = np.vstack([D, np.full((len(dx_diel), len(dy)), D_diel / D_l)])
flux_both = steady_flux(D_both, np.concatenate([dx, dx_diel]), dy)
diel_drop = 1 - flux_both * L / gain_numeric
assert 0 < diel_drop < 0.02

# ---- service temperature ----
E_l, E_gb, E_a = [kT * np.log(D_prefactor / d) for d in (D_l, D_gb, D_a)]
Dl_use, Dgb_use, Da_use = [D_prefactor * np.exp(-e / kT_use)
                           for e in (E_l, E_gb, E_a)]
gain_use = 1 + f * (Dgb_use / Dl_use - 1)
adv_use = gain_use * Dl_use / Da_use
assert gain_use > gain and adv_use > advantage


def lag(D_path):
    return L_cm**2 / (6 * D_path)


print(f"film thickness L: {L:.1f} nm")
print(f"boundary width delta: {delta:.1f} nm")
print(f"boundary spacing: {spacing:.0f} nm")
print(f"boundary volume fraction f: {f:.4f}")
print(f"anneal: {T:.0f} K for {anneal:.0f} s, kT = {kT:.5f} eV")
print(f"D lattice: {D_l:.1e} cm2/s")
print(f"D boundary: {D_gb:.1e} cm2/s, ratio r = {r:.3e}")
print(f"D amorphous: {D_a:.1e} cm2/s")
print(f"inlet concentration c0: {c0:.1e} cm^-3")
print(f"D_eff/D_l, formula: {gain:.2f}")
print(f"D_eff/D_l, 2D solution: {gain_numeric:.2f}")
print(f"D_eff: {D_eff:.4e} cm2/s")
print(f"flux share of boundaries: {100 * f * r / gain:.3f} %")
print(f"D_eff/D_l, fast sheet parallel to film: {sheet_gain:.4f}")
print(f"lattice plug length: {plug_length:.1f} nm")
print(f"D_eff/D_l, plugged boundary (2D): {plug_gain:.2f}")
print(f"break-even activation-energy margin: {margin:.3f} eV")
print(f"steady advantage D_eff/D_a: {advantage:.1f}")
print(f"steady flux, polycrystal: {D_eff * c0 / L_cm:.2e} cm^-2 s^-1")
print(f"steady flux, amorphous: {D_a * c0 / L_cm:.2e} cm^-2 s^-1")
print(f"steady flux, lattice only: {D_l * c0 / L_cm:.2e} cm^-2 s^-1")
print(f"lag L^2/6D, boundary: {lag(D_gb):.1f} s")
print(f"lag L^2/6D, D_eff: {lag(D_eff):.3e} s")
print(f"lag L^2/6D, amorphous: {lag(D_a):.3e} s")
print(f"lag L^2/6D, lattice: {lag(D_l):.3e} s")
print(f"lag test case, simulated/formula: {lag_numeric*6*mean_D:.4f}")
print(f"passed in anneal, polycrystal: {Q_poly * per_area:.3e} cm^-2")
print(f"same, 2D simulation: {Q_numeric * per_area:.3e} cm^-2")
print(f"same, wrongly from D_eff: {Q_medium * per_area:.3e} cm^-2")
print("log10 of passed amount in cm^-2, amorphous: "
      f"{np.log10(Q_amorphous * per_area):.0f}")
print(f"lattice spread sqrt(D_l t): {spread:.4f} nm")
print(f"extra storage by side leakage: {100 * leak:.2f} %")
print(f"passed amount lost by side leakage: {100 * leak_loss:.3f} %")
print(f"segregation {E_seg:.1f} eV: factor s = {s:.1f}")
print(f"D_eff/D_l with segregation: {gain_seg:.3e}")
print(f"grains of {fine:.0f} nm: f = {f_fine:.4f}")
print(f"D_eff/D_l with these grains: {gain_fine:.3e}")
print(f"dielectric: {L_diel:.0f} nm, D = {D_diel:.1e} cm2/s")
print(f"flux drop due to dielectric: {100 * diel_drop:.2f} %")
print(f"common prefactor: {D_prefactor:.1e} cm2/s")
print(f"activation energy, lattice: {E_l:.3f} eV")
print(f"activation energy, boundary: {E_gb:.3f} eV")
print(f"activation energy, amorphous: {E_a:.3f} eV")
print(f"service temperature: {T_use:.0f} K")
print(f"D_eff/D_l at service: {gain_use:.2e}")
print(f"D_eff/D_a at service: {adv_use:.2e}")
print(f"boundary lag at service: {lag(Dgb_use) / const.year:.2e} years")
print("all good")
```

It prints:

```
film thickness L: 5.0 nm
boundary width delta: 0.5 nm
boundary spacing: 50 nm
boundary volume fraction f: 0.0100
anneal: 673 K for 1800 s, kT = 0.05799 eV
D lattice: 1.0e-21 cm2/s
D boundary: 1.0e-15 cm2/s, ratio r = 1.000e+06
D amorphous: 1.0e-19 cm2/s
inlet concentration c0: 1.0e+20 cm^-3
D_eff/D_l, formula: 10000.99
D_eff/D_l, 2D solution: 10000.99
D_eff: 1.0001e-17 cm2/s
flux share of boundaries: 99.990 %
D_eff/D_l, fast sheet parallel to film: 1.0101
lattice plug length: 0.6 nm
D_eff/D_l, plugged boundary (2D): 1.18
break-even activation-energy margin: 0.534 eV
steady advantage D_eff/D_a: 100.0
steady flux, polycrystal: 2.00e+09 cm^-2 s^-1
steady flux, amorphous: 2.00e+07 cm^-2 s^-1
steady flux, lattice only: 2.00e+05 cm^-2 s^-1
lag L^2/6D, boundary: 41.7 s
lag L^2/6D, D_eff: 4.166e+03 s
lag L^2/6D, amorphous: 4.167e+05 s
lag L^2/6D, lattice: 4.167e+07 s
lag test case, simulated/formula: 1.0003
passed in anneal, polycrystal: 3.512e+12 cm^-2
same, 2D simulation: 3.512e+12 cm^-2
same, wrongly from D_eff: 9.930e+10 cm^-2
log10 of passed amount in cm^-2, amorphous: -141
lattice spread sqrt(D_l t): 0.0134 nm
extra storage by side leakage: 6.06 %
passed amount lost by side leakage: 0.144 %
segregation 0.2 eV: factor s = 31.5
D_eff/D_l with segregation: 3.146e+05
grains of 10 nm: f = 0.0975
D_eff/D_l with these grains: 9.750e+04
dielectric: 100 nm, D = 1.0e-13 cm2/s
flux drop due to dielectric: 0.34 %
common prefactor: 1.0e-03 cm2/s
activation energy, lattice: 2.404 eV
activation energy, boundary: 1.602 eV
activation energy, amorphous: 2.137 eV
service temperature: 378 K
D_eff/D_l at service: 4.81e+08
D_eff/D_a at service: 1.32e+05
boundary lag at service: 3.06e+03 years
all good
```
